# How lowest-band Wannier functions decay in one dimension, part 1

(Sections cited here and not found follow in the later parts.)

An electron moves along a chain of identical wells, and the lowest band is separated from the next by a gap. The Bloch states of that band spread over the whole chain, but they can be summed into a Wannier function, an orbital centred on one well whose translates span the band. Anyone who cuts such an orbital off at a finite radius, drops distant hopping integrals or truncates a density matrix needs to know how fast the tail falls. The first answer is that it falls exponentially, with a rate \(h\) set by the gap. That answer is incomplete: the exponential carries a power-law prefactor, and the correction to that prefactor dies away only as the inverse square root of the distance. This notebook works out the power, the constant in front of it and the first correction.

## 1. A periodic function whose coefficients are known exactly

The Wannier function at a point of the \(R\)-th cell is a Fourier coefficient of a function of \(k\) with period \(2\pi/a\), where \(a\) is the lattice constant. So the first question is how a singularity at complex \(k\) shows up in Fourier coefficients. For any such function define

\[
f_R=\frac{a}{2\pi}\int_0^{2\pi/a}e^{ikRa}f(k)\,dk ,\qquad R \text{ an integer.}
\]

Take \(h>0\), a real number \(\nu\), and

\[
f(k)=\left(1+e^{-ha}e^{-ika}\right)^{-\nu}.
\]

For real \(k\) the second term has modulus \(e^{-ha}<1\), so the binomial series converges:

\[
f(k)=\sum_{n\ge 0}\frac{\Gamma(n+\nu)}{\Gamma(\nu)\,n!}\,(-1)^n e^{-nha}e^{-inka}.
\]

The integral of \(e^{ik(R-n)a}\) over a period is \(2\pi/a\) for \(n=R\) and zero otherwise, so for \(R\ge0\)

\[
f_R=(-1)^R e^{-hRa}\,\frac{\Gamma(R+\nu)}{\Gamma(\nu)\,\Gamma(R+1)} .
\]

Stirling's formula \(\ln\Gamma(R+b)=(R+b-\tfrac12)\ln R-R+\tfrac12\ln2\pi+O(1/R)\), used for \(b=\nu\) and \(b=1\), gives the ratio \(\Gamma(R+\nu)/\Gamma(R+1)=R^{\nu-1}[1+O(1/R)]\). Hence \(f_R\simeq(-1)^R R^{\nu-1}e^{-hRa}/\Gamma(\nu)\).

The bracket vanishes where \(e^{-ika}=-e^{ha}\), that is at \(k_0=\pi/a+ih\). Introduce the variable used throughout,

\[
t=h+i\left(k-\frac{\pi}{a}\right),\qquad k=\frac{\pi}{a}+i(h-t).
\]

It vanishes at \(k_0\), has real part \(h\) on the real \(k\) axis, and is negative on the vertical line above \(k_0\). Since \(e^{-ika}=-e^{(h-t)a}\), the bracket is \(1-e^{-ta}\simeq ta\), and \(f\simeq(ta)^{-\nu}\). The real part of \(k_0\) has produced the sign \((-1)^R\), its imaginary part the exponential, and the strength \(t^{-\nu}\) of the singularity the power \(R^{\nu-1}\).

Two limits test this. For \(\nu=1\) the function has a simple pole, the series is geometric and \(f_R=(-1)^Re^{-hRa}\) with no power at all. For \(\nu=0,-1,-2,\dots\) the function is a polynomial in \(e^{-ika}\), it has no singularity, and \(1/\Gamma(\nu)=0\) removes the tail. A tail \(R^{-3/4}\) requires \(\nu=1/4\), so the task is to find out why a normalised Bloch function diverges as \(t^{-1/4}\).

## 2. Two plane waves

A weak potential \(V(x)=-2V_1\cos(2\pi x/a)\) with \(V_1>0\) has its minimum at \(x=0\) and couples \(e^{ikx}\) to \(e^{i(k-2\pi/a)x}\) with matrix element \(-V_1\). Put \(q=k-\pi/a\). The two kinetic energies are \((\hbar^2/2m)(q\pm\pi/a)^2=\bar E\pm D\), with

\[
\bar E=\frac{\hbar^2}{2m}\left(q^2+\frac{\pi^2}{a^2}\right),\qquad D=\gamma q,\qquad \gamma=\frac{\pi\hbar^2}{ma}.
\]

The matrix \(\begin{pmatrix}D&-V_1\\-V_1&-D\end{pmatrix}\) has eigenvalues \(\pm W\) with \(W^2=D^2+V_1^2=\gamma^2(q^2+h^2)\), where

\[
h=\frac{V_1}{\gamma}=\frac{maV_1}{\pi\hbar^2}.
\]

Because \(q^2+h^2=(h+iq)(h-iq)=t(2h-t)\), the levels \(\bar E\pm W\) meet at \(t=0\) with \(W\simeq\gamma\sqrt{2ht}\). Going once round \(t=0\) changes the sign of \(W\) and turns the lower band into the upper one. This is the square-root branch point of \(E(k)\).

The eigenvector for \(-W\) is \((V_1,\,D+W)\). The first row gives \(DV_1-V_1(D+W)=-WV_1\), as it must, and the second gives \(-V_1^2-D^2-DW=-W(W+D)\). For real \(q\) the components are real and the squared length is

\[
V_1^2+(D+W)^2=V_1^2+D^2+2DW+W^2=2W(W+D).
\]

This expression is analytic in \(q\), so it is the one that continues to complex \(k\). It is the sum of squares of the components without complex conjugation. At the branch point \(D=iV_1\), the vector is \(V_1(1,i)\), and its sum of squares is zero although the vector is not. The Hermitian norm, the sum of squared moduli, cannot serve here. It stays non-zero at \(k_0\), but it is not an analytic function of \(k\), and a contour cannot be moved through it.

Dividing by the root of the norm brings in \(W^{-1/2}\propto t^{-1/4}\). At \(x=0\) both plane waves equal one, and with normalisation over a cell of length \(a\),

\[
\psi_k(0)^2=\frac{(V_1+D+W)^2}{2aW(W+D)}=\frac{2W(W+D)+2V_1(W+D)}{2aW(W+D)}=\frac1a\,\frac{V_1}{W}\left(1+\frac{W}{V_1}\right).
\]

With \(W/V_1=\sqrt{2t/h}\,[1+O(t)]\),

\[
\psi_k(0)=a^{-1/2}\left(\frac h2\right)^{1/4}t^{-1/4}\left[1+\frac{t^{1/2}}{\sqrt{2h}}+O(t)\right].\tag{1}
\]

So \(\nu=1/4\), and the first correction is smaller only by \(t^{1/2}\). The model is not periodic in \(k\) and ignores all other plane waves. It will serve as the weak-potential limit that the exact formulas must reproduce.

## 3. The exact problem and its discriminant

Let \(H=-(\hbar^2/2m)\,d^2/dx^2+V(x)\) with \(V\) real, \(V(x+a)=V(x)\), \(V(-x)=V(x)\), and \(V\) integrable over a cell; delta functions away from the origin are allowed. The equation is \(y''=(2m/\hbar^2)(V-E)y\), primes on functions of \(x\) meaning \(d/dx\). Let \(c(x;E)\) and \(s(x;E)\) be the solutions with \(c(0)=1,\ c'(0)=0\) and \(s(0)=0,\ s'(0)=1\). Since \(V\) is even, \(c\) is even and \(s\) is odd. Their Wronskian \(cs'-c's\) has zero derivative and equals 1.

Dependence on \(E\). With \(p^2=2mE/\hbar^2\) and \(U=2mV/\hbar^2\), the solution \(c\) obeys

\[
c(x)=\cos px+\int_0^x\frac{\sin p(x-y)}{p}\,U(y)\,c(y)\,dy ,
\]

as two differentiations confirm. Iterating gives a series in which every term is even in \(p\), hence entire in \(E\). The bounds \(|\cos pz|\le e^{|\mathrm{Im}\,p|z}\) and \(|\sin pz/p|\le z\,e^{|\mathrm{Im}\,p|z}\) limit the \(n\)-th term by \(e^{|\mathrm{Im}\,p|x}\,(x\int_0^x|U|)^n/n!\), so the series converges uniformly on bounded sets of \(E\) and \(c\) is entire, growing no faster than \(\exp(\mathrm{const}\,|E|^{1/2})\). Using instead \(|\sin pz/p|\le e^{|\mathrm{Im}\,p|z}/|p|\) in the integral gives

\[
c(a;E)=\cos pa+O\!\left(e^{|\mathrm{Im}\,p|a}/|p|\right)\quad\text{for large }|p|.\tag{2}
\]

The same iteration started from \(\sin px/p\) shows that \(s\) is entire.

Translation by a period. The shifted functions solve the same equation, so they are fixed by their initial values:

\[
c(x+a)=c(a)c(x)+c'(a)s(x),\qquad s(x+a)=s(a)c(x)+s'(a)s(x).
\]

Put \(x=-a\) and use parity. The second relation gives \(0=s(a)[c(a)-s'(a)]\). The first gives \(1=c(a)^2-c'(a)s(a)\), and subtracting the Wronskian at \(a\) leaves \(c(a)[c(a)-s'(a)]=0\). The Wronskian forbids \(c(a)\) and \(s(a)\) to vanish together, so

\[
c(a)=s'(a)\equiv\mu(E),\qquad \mu^2-1=c'(a)\,s(a).\tag{3}
\]

Now put \(x=-a/2\) in the relation for \(s\) and in its derivative, and write \(C_h,S_h,C_h',S_h'\) for the values at \(a/2\). If a delta function sits at \(a/2\), the derivatives mean the average of the left and right values, for which parity and the Wronskian hold unchanged. Then \((1+\mu)S_h=s(a)C_h\) and \((1-\mu)S_h'=-s(a)C_h'\). Multiplying the first by \(S_h'\), the second by \(S_h\) and adding gives \(2S_hS_h'=s(a)\). Putting this back and cancelling the common factor, which is allowed for entire functions that do not vanish identically,

\[
s(a)=2S_hS_h',\qquad \mu+1=2C_hS_h',\qquad \mu-1=2C_h'S_h .\tag{4}
\]

Bloch solutions. Seek \(\varphi=c+\beta s\) with \(\varphi(x+a)=\lambda\varphi(x)\), \(\lambda=e^{ika}\). At \(x=0\) the value and the slope give \(\mu+\beta s(a)=\lambda\) and \(c'(a)+\beta\mu=\lambda\beta\). The first gives \(\beta=(\lambda-\mu)/s(a)\); the second then reads \(c'(a)s(a)=(\lambda-\mu)^2\), and with (3) this is \(\lambda^2-2\mu\lambda+1=0\), or \(\mu=(\lambda+\lambda^{-1})/2\). Therefore

\[
\cos ka=\mu(E),\qquad \varphi_k(x)=c(x;E)+\beta_k\,s(x;E),\qquad \beta_k=\frac{i\sin ka}{s(a;E)} .\tag{5}
\]

Reversing \(k\) leaves \(E\) alone and flips \(\beta\), so \(\varphi_{-k}(x)=\varphi_k(-x)\). For real \(k\) and \(E\) the functions \(c,s\) are real and \(\beta\) is imaginary, so also \(\varphi_{-k}=\varphi_k^*\).

For \(V=0\) one has \(c=\cos px\), \(s=\sin px/p\), \(\mu=\cos pa\), so \(k=p\), \(\beta=ip\) and \(\varphi_k=e^{ikx}\).

## 4. The norm as a derivative of \(\mu\)

Define

\[
N(k)=\int_0^a\varphi_k(x)\,\varphi_{-k}(x)\,dx .
\]

For real \(k\) it is \(\int|\varphi_k|^2>0\), and it contains no complex conjugate, so it is the exact counterpart of the sum of squares in section 2. The integrand is periodic, so any cell will do. Regard \(k\) as a function of \(E\) through (5), which is possible near any point with \(\sin ka\ne0\), and let a dot mean \(d/dE\). Write \(\varphi_\pm=\varphi_{\pm k}\). Differentiating the Schrödinger equation gives \(\dot\varphi_+''=(2m/\hbar^2)[(V-E)\dot\varphi_+-\varphi_+]\), and so

\[
\frac{d}{dx}\left[\varphi_-\dot\varphi_+'-\varphi_-'\dot\varphi_+\right]=\varphi_-\dot\varphi_+''-\varphi_-''\dot\varphi_+=-\frac{2m}{\hbar^2}\,\varphi_+\varphi_- ,
\]

the terms in \(V-E\) cancelling. Integrate from 0 to \(a\). The Bloch condition gives \(\dot\varphi_+(a)=\dot\lambda\varphi_+(0)+\lambda\dot\varphi_+(0)\), the same for the slope, and \(\varphi_-(a)=\lambda^{-1}\varphi_-(0)\). The terms with \(\lambda\lambda^{-1}\) reproduce the bracket at \(x=0\) and cancel against the lower limit. What remains is

\[
-\frac{2m}{\hbar^2}N=\frac{\dot\lambda}{\lambda}\left[\varphi_-\varphi_+'-\varphi_-'\varphi_+\right]_{x=0}=\frac{\dot\lambda}{\lambda}\,2\beta_k .
\]

Here \(\dot\lambda/\lambda=ia\dot k\), and differentiating \(\cos ka=\mu\) gives \(-a\dot k\sin ka=\mu'(E)\), a prime on \(\mu\) meaning \(d/dE\). Then \(2\beta\,ia\dot k=-2a\dot k\sin ka/s(a)=2\mu'/s(a)\), and

\[
N=-\frac{\hbar^2}{m}\,\frac{\mu'(E)}{s(a;E)} .\tag{6}
\]

Points with \(\sin ka=0\) and \(s(a)\neq0\) follow by continuity. For the free particle \(\mu'=-a\sin(pa)\,dp/dE=-a\sin(pa)\,m/(\hbar^2p)\) and \(s(a)=\sin(pa)/p\), so \(N=a\), the integral of \(|e^{ikx}|^2\) over a cell.

Equation (6) holds the mechanism. The function \(E(k)\) has a branch point where \(\mu'=0\), and at the same point the norm vanishes.

## 5. Where \(E(k)\) and \(N(k)\) are analytic

Moving a contour requires knowing every singularity that lies in the way, so the zeros of \(\mu'\) and of \(s(a)\) have to be located.

Real \(k\) means real \(E\). If \(\mu(E)\) lies in \([-1,1]\), a solution \(y\) exists with \(y(x+a)=\lambda y(x)\) and \(|\lambda|=1\). Multiply the Schrödinger equation by \(y^*\) and integrate over a cell. The boundary term \(y^*y'\) has the same value at both ends, so \(E\int|y|^2=\int[(\hbar^2/2m)|y'|^2+V|y|^2]\) is real. In particular all zeros \(E_n\) of \(\mu\) are real. Where \(|\mu|<1\), equation (3) shows \(s(a)\neq0\), and then (6) with \(N>0\) shows \(\mu'\ne0\). So \(\mu\) is strictly monotonic inside each band and its zeros are simple.

Zeros of \(\mu'\). An entire function that grows no faster than \(\exp(\mathrm{const}|E|^{1/2})\) has order below one, and the Hadamard factorization theorem writes it as a product over its zeros with no exponential factor: \(\mu(E)=\mu(0)\prod_n(1-E/E_n)\), the zero of energy being shifted if one \(E_n\) happens to vanish. Then

\[
\frac{\mu'}{\mu}=\sum_n\frac1{E-E_n},\qquad \mathrm{Im}\,\frac{\mu'}{\mu}=-\mathrm{Im}E\sum_n\frac1{|E-E_n|^2},\qquad \frac{d}{dE}\frac{\mu'}{\mu}=-\sum_n\frac1{(E-E_n)^2}.
\]

The second form is non-zero off the real axis, so \(\mu'\) has only real zeros. The third is negative on the real axis, so \(\mu'/\mu\) falls from \(+\infty\) to \(-\infty\) between neighbouring \(E_n\) and vanishes exactly once there; at that point the derivative is \(\mu''/\mu\), which is therefore negative. Below \(E_1\) every term of the first sum is negative, so \(\mu'\) has no zero there. By (2) \(\mu\to+\infty\) as \(E\to-\infty\). Thus \(\mu\) descends through \(+1\) (bottom of band 1), through zero, through \(-1\) (top of band 1), to a minimum at an energy \(E_0\), and rises back through \(-1\) at the bottom of band 2. The minimum cannot lie inside \((-1,1)\) because \(\mu'\ne0\) there. The assumption that the gap is open is \(\mu(E_0)<-1\), and it defines \(h\):

\[
\mu'(E_0)=0,\qquad \mu(E_0)=-\cosh ha,\qquad \mu_2\equiv\mu''(E_0)>0 .\tag{7}
\]

Zeros of \(s(a;E)\). By (3), \(s(a)=0\) forces \(\mu=\pm1\), so these zeros are real and sit on band edges. They are simple: the identity of section 4 applied to \(s\) and \(\dot s\), with \(s(0)=\dot s(0)=0\) and \(s(a)=0\), gives \(s'(a)\dot s(a)=(2m/\hbar^2)\int_0^as^2dx\ne0\). Far below the spectrum \(s(a)>0\), from the same iteration that gave (2), and it stays positive up to the bottom of band 1 because \(\mu>1\) there. Inside band 1, \(\mu'<0\) and (6) give \(s(a)>0\). A simple zero at the band bottom would change the sign, so there is none. Inside band 2, \(\mu'>0\) gives \(s(a)<0\), so one edge of the gap carries a zero. By (4), an edge with \(\mu=-1\) has either \(C_h=0\), where the state is \(c\), even about the origin with its node at \(a/2\), or \(S_h'=0\), where the state is \(s\), with its node at the origin and \(s(a)=0\). An even periodic potential is symmetric about both \(0\) and \(a/2\), and moving the origin by \(a/2\) exchanges the two cases. The convention here is the origin for which the top of band 1 has \(C_h=0\), so that the state does not vanish at \(x=0\); this is the precise meaning of placing the origin at the well centre. For a comb of attractive delta functions this origin falls on the delta itself, a case the assumptions of section 3 leave out. Then the zero of \(s(a)\) is at the bottom of band 2, and \(s(a;E)>0\) for all lower real \(E\), including \(E_0\).

The norm formula (6) is established, and the zeros of \(\mu'\) and \(s(a;E)\) have been located on the real energy axis. It remains to continue \(E(k)\) and \(N(k)\) to complex \(k\), expand the Bloch function at the branch point and derive the Wannier tail with its first correction.
